\section*{Barrier height from an exponential fit to tunneling resistance}

\section*{The problem}

A flat insulating layer of thickness $d$ separates two identical metal electrodes. Electrons have the free mass $m$ everywhere. The Fermi energy of the electrodes is $E_F$, measured from their band bottom, and the barrier is rectangular, with its top a height $\phi$ above the Fermi level. Tunneling is elastic and coherent, and conserves the wave vector $\mathbf k$ parallel to the layer. The electrodes are nonmagnetic, and temperature and bias tend to zero unless stated otherwise. Define
\begin{equation}
\kappa=\frac{\sqrt{2m\phi}}{\hbar},\qquad k_F=\frac{\sqrt{2mE_F}}{\hbar}.
\end{equation}
The resistance-area product is $RA=A/G$, where $G$ is the conductance of area $A$. In the numerical parts $\phi=1$ eV, $E_F=5$ eV, $d_1=1$ nm and $d_2=2$ nm.

\section*{(a) Transmission of one transverse mode}

\textbf{Question.} Find the transmission probability at the Fermi energy for wave vector $\mathbf k$, and its form for a thick barrier.

\textbf{Answer.} Energy conservation gives the normal wave number $k_z$ in the metal and the decay constant $q$ in the barrier:
\begin{equation}
k_z^2=k_F^2-k^2,\qquad q^2=\kappa^2+k^2 .
\end{equation}
Take $e^{ik_zz}+re^{-ik_zz}$ on the left, $ae^{-qz}+be^{qz}$ in the barrier and $te^{ik_z(z-d)}$ on the right. Continuity of the wave and its slope at $z=d$ gives
\begin{equation}
a=\frac t2\Big(1-\frac{ik_z}{q}\Big)e^{qd},\qquad
b=\frac t2\Big(1+\frac{ik_z}{q}\Big)e^{-qd}.
\end{equation}
At $z=0$ the conditions are $1+r=a+b$ and $1-r=(iq/k_z)(a-b)$. Adding them removes $r$:
\begin{equation}
2=a\Big(1+\frac{iq}{k_z}\Big)+b\Big(1-\frac{iq}{k_z}\Big).
\end{equation}
Inserting $a$ and $b$ and multiplying out the brackets gives
\begin{equation}
\frac1t=\cosh qd+\frac i2\Big(\frac q{k_z}-\frac{k_z}q\Big)\sinh qd .
\end{equation}
The velocities on the two sides are equal, so $T=|t|^2$. With $\cosh^2=1+\sinh^2$,
\begin{equation}
\frac1T=1+\frac{(k_z^2+q^2)^2}{4k_z^2q^2}\sinh^2qd .
\label{T}
\end{equation}
For $qd\gg1$, $\sinh^2qd\simeq e^{2qd}/4$ and the 1 is negligible, so
\begin{equation}
T\simeq\frac{16k_z^2q^2}{(k_z^2+q^2)^2}\,e^{-2qd}.
\label{thick}
\end{equation}

\section*{(b) Resistance of the whole junction}

\textbf{Question.} Sum over transverse modes and find the leading $RA$ for a thick barrier, including its constant.

\textbf{Answer.} Each mode of each spin contributes $(e^2/h)T$, and there are $d^2k/(2\pi)^2$ modes per unit area. Hence
\begin{equation}
\frac GA=\frac{2e^2}{h}\int\frac{d^2k}{(2\pi)^2}\,T(k).
\label{sum}
\end{equation}
Transverse motion takes energy from the normal motion, so $q$ grows with $k$. For $k\ll\kappa$,
\begin{equation}
q\simeq\kappa+\frac{k^2}{2\kappa},\qquad
e^{-2qd}\simeq e^{-2\kappa d}e^{-k^2d/\kappa}.
\end{equation}
The important range is $k^2\sim\kappa/d$. It is small compared with $\kappa^2$ if $\kappa d\gg1$. If it is also small compared with $k_F^2$, the limit of integration may go to infinity and the matching factor may be taken at $k=0$, where it is
\begin{equation}
T_0=\frac{16k_F^2\kappa^2}{(k_F^2+\kappa^2)^2}
=\frac{16\,\phi E_F}{(\phi+E_F)^2}.
\end{equation}
The Gaussian integral is $\int d^2k\,e^{-k^2d/\kappa}=\pi\kappa/d$. Therefore
\begin{equation}
\frac GA\simeq\frac{2e^2}{h}\,\frac{T_0\kappa}{4\pi d}\,e^{-2\kappa d},
\qquad
RA\simeq\frac{h}{2e^2}\,\frac{4\pi d}{T_0\kappa}\,e^{2\kappa d}.
\label{RA}
\end{equation}
The conductance has a prefactor $1/d$ because a thicker barrier accepts a narrower cone of directions. With $\kappa=5.123$ nm$^{-1}$ and $T_0=16\times5/36=2.222$, equation (\ref{RA}) gives $401\ \Omega\,\mu\mathrm m^2$ at 1 nm and $2.26\times10^7\ \Omega\,\mu\mathrm m^2$ at 2 nm.

\section*{(c) The exponential fit}

\textbf{Question.} An analyst takes the leading $RA$ at $d_1$ and $d_2$, fits $C'e^{2\kappa_{\rm fit}d}$, and converts $\kappa_{\rm fit}$ to a height with the free mass. What height results, and how does the error depend on thickness and height?

\textbf{Answer.} The constants in (\ref{RA}) cancel in the ratio of the two resistances:
\begin{equation}
\ln\frac{(RA)_2}{(RA)_1}=2\kappa(d_2-d_1)+\ln\frac{d_2}{d_1}.
\end{equation}
The fit sets the left side equal to $2\kappa_{\rm fit}(d_2-d_1)$, so
\begin{equation}
2\kappa_{\rm fit}=2\kappa+\frac{\ln(d_2/d_1)}{d_2-d_1}.
\end{equation}
Since $\phi_{\rm fit}=\hbar^2\kappa_{\rm fit}^2/2m$,
\begin{equation}
\frac{\phi_{\rm fit}}{\phi}
=\left[1+\frac{\ln(d_2/d_1)}{2\kappa(d_2-d_1)}\right]^2 .
\label{fit}
\end{equation}
The added term is positive, so in this model the height is overestimated. For the given numbers the true slope is $10.246$ nm$^{-1}$ and the prefactor adds $\ln2/(1\ \mathrm{nm})=0.693$ nm$^{-1}$:
\begin{equation}
\frac{\phi_{\rm fit}}{\phi}=\left(\frac{10.939}{10.246}\right)^2=1.140,
\qquad \phi_{\rm fit}=1.14\ \mathrm{eV}.
\end{equation}
The overestimate is 14 percent of the true height. The slope is wrong by 6.8 percent, and squaring roughly doubles this. Two points determine the two fit parameters, so the fit leaves no residual that could reveal the missing factor.

When $d_2$ approaches $d_1=d$, the added slope becomes $1/d$. At a fixed ratio $d_2/d_1$ it falls as $1/d_1$: between 10 and 20 nm the slope error is 0.68 percent and the height error about 1.4 percent. This is a zero-temperature statement about the formula, not a practical route: $RA$ at 10 nm is of order $10^{44}\ \Omega\,\mu\mathrm m^2$, and at 300 K thermally excited electrons already raise the conductance of a 5 nm, 1 eV barrier about $10^4$-fold, so the law no longer applies there. At fixed thicknesses, a 4 eV barrier has twice the $\kappa$ of a 1 eV barrier. Its slope error is 3.4 percent and its height error about 7 percent. The 14 percent is therefore not a universal correction.

\section*{(d) Identifying the cause}

\textbf{Question.} Repeat the argument for $D$ transverse dimensions. How does this show where the error comes from?

\textbf{Answer.} Each transverse dimension supplies one Gaussian integral,
\begin{equation}
\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-k^2d/\kappa}
=\frac1{2\pi}\sqrt{\frac{\pi\kappa}{d}}
=\sqrt{\frac{\kappa}{4\pi d}} ,
\end{equation}
so the resistance is proportional to $d^{D/2}e^{2\kappa d}$. For $D=0$, normal incidence alone, there is no power of $d$ and the leading error vanishes. For $D=1$ the added slope is half that of a planar junction.

The full transmission (\ref{T}), summed numerically at 20 and 40 nm, gives powers 0, 0.504 and 1.009 for $D=0$, 1 and 2. The small excesses are finite-thickness corrections. At 1 and 2 nm, the full transmission at normal incidence returns a fitted height of 1.000 eV. The error thus enters with the sum over transverse modes.

\section*{(e) Is the leading law accurate at 1 and 2 nm?}

\textbf{Question.} Find the first correction to (\ref{RA}) and its effect on the fit. Does fitting $\ln(RA/d)$ cure the error?

\textbf{Answer.} Use $q$ as the integration variable. From $q^2=\kappa^2+k^2$ follows $k\,dk=q\,dq$, and $k_z^2+q^2=k_F^2+\kappa^2\equiv k_0^2$ is constant. With (\ref{thick}), the sum (\ref{sum}) becomes
\begin{equation}
\frac GA\simeq\frac{2e^2}{h}\,\frac{16}{2\pi k_0^4}
\int_\kappa^{k_0}f(q)\,e^{-2qd}\,dq,\qquad f=q^3(k_0^2-q^2).
\end{equation}
Repeated integration by parts at the lower limit gives
\begin{equation}
\int_\kappa^{k_0} f e^{-2qd}dq\simeq
e^{-2\kappa d}\,\frac{f(\kappa)}{2d}
\left[1+\frac{1}{2d}\frac{f'(\kappa)}{f(\kappa)}+\dots\right];
\end{equation}
the upper limit is exponentially smaller. Because $k_0^2-\kappa^2=k_F^2$,
\begin{equation}
\frac{f'(\kappa)}{f(\kappa)}=\frac3\kappa-\frac{2\kappa}{k_F^2}
=\frac1\kappa\left(3-\frac{2\phi}{E_F}\right).
\end{equation}
The leading conductance is therefore multiplied by
\begin{equation}
1+\frac{3-2\phi/E_F}{2\kappa d}.
\label{next}
\end{equation}
The coefficient is 2.6 here. The full sum at 20 nm gives 2.615, the difference being of still higher order.

The correction raises the conductance more at 1 nm, by a factor 1.254, than at 2 nm, by 1.127. This adds $\ln(1.254/1.127)\simeq0.107$ to the logarithm of the resistance ratio, and the fitted height becomes
\begin{equation}
\left(\frac{10.246+0.693+0.107}{10.246}\right)^2\mathrm{eV}
\simeq1.162\ \mathrm{eV}.
\end{equation}
The full integral gives 1.165 eV. The 14 percent thus belongs to the leading asymptotic law; at these thicknesses the complete rectangular-barrier model gives an overestimate between 16 and 17 percent.

Fitting $\ln(RA/d)$ removes the leading error. Applied to the full integral it returns 1.023 eV, and the remaining 2.3 percent comes from the finite-thickness terms.

\section*{(f) Image forces}

\textbf{Question.} Near each metal surface the static image force lowers the barrier by $C_i/4x$, where $x$ is the distance to the surface, $C_i=e^2/(4\pi\epsilon_0\epsilon_r)$ and $\epsilon_r$ is the relative permittivity of the layer. Does this alter the power of $d$ in $RA$?

\textbf{Answer.} In the semiclassical (WKB) approximation $RA$ contains $e^S$ with
\begin{equation}
S=\frac{2\sqrt{2m}}{\hbar}\int\sqrt{\phi-\Delta(x)}\,dx ,
\end{equation}
taken where the root is real. Away from the surfaces $\Delta\ll\phi$, so
\begin{equation}
\sqrt{\phi-\Delta}\simeq\sqrt\phi\left(1-\frac{\Delta}{2\phi}\right),
\qquad
S\simeq2\kappa d-\frac{\kappa}{\phi}\int\Delta\,dx+\text{const}.
\end{equation}
The electrostatic problem has no length other than $d$, so $\Delta=(C_i/4d)\,g(x/d)$, where $g(u)\simeq1/u$ near $u=0$ and $g(u)\simeq1/(1-u)$ near $u=1$. Cut the integral at a fixed distance $x_c$ from each surface. With $u=x/d$,
\begin{equation}
\int_{x_c}^{d-x_c}\Delta\,dx=\frac{C_i}{4}\int_{x_c/d}^{1-x_c/d}g(u)\,du
\simeq\frac{C_i}{4}\left[2\ln\frac d{x_c}+\text{const}\right].
\end{equation}
The strips inside $x_c$ tend to a constant contribution for large $d$. So do the terms of order $\Delta^2$, because $\int dx/x^2$ converges away from the surface. Thus
\begin{equation}
S\simeq2\kappa d-\frac{\kappa C_i}{2\phi}\ln d+\text{const},\qquad
RA\propto d^{\,1-\kappa C_i/2\phi}\,e^{2\kappa d}.
\end{equation}
For $\epsilon_r=3$ the change of power is $-1.23$. Numerical integration of $S$ at 40 and 80 nm gives the same value. In this model the image force more than cancels the factor $d$ from the transverse modes, leaving $d^{-0.23}$.

At 1 and 2 nm, a WKB calculation with the full image potential and all transverse modes returns 0.963 eV for $\epsilon_r=3$ and 1.088 eV for $\epsilon_r=10$. Without images the same WKB model gives 1.149 eV. These heights are to be compared with the bare 1 eV, before image lowering. For $\epsilon_r=3$ the overestimate has become a slight underestimate, and dividing $RA$ by $d$ before fitting would lower the result further:
\begin{equation}
\left(\sqrt{0.963}-\frac{0.693}{10.246}\right)^2\mathrm{eV}
\simeq0.83\ \mathrm{eV}.
\end{equation}
The cure in part (e) is therefore tied to a nearly rectangular barrier. The image estimate is itself rough: at 1 nm the lowering at midplane is already 0.33 eV, and a static potential and WKB are both crude there. Solving the wave equation in the same potential, cut off at the band bottom of the metal, gives 0.99 eV instead of 0.963 eV for $\epsilon_r=3$.

\section*{(g) Barrier mass and real junctions}

\textbf{Question.} Suppose that the barrier mass is $0.4m$, isotropic, with $\phi=1$ eV unchanged. What does the leading-law fit return if the analyst uses the correct mass, and if the free mass is assumed? Compare the model with real tunnel junctions.

\textbf{Answer.} An isotropic mass $m_b$ keeps the form $q^2=\kappa_b^2+k^2$, now with $\kappa_b^2=2m_b\phi/\hbar^2$. Wave matching changes the constant $T_0$ but not the leading dependence on $d$. The true slope becomes $2\kappa_b=\sqrt{0.4}\times10.246=6.480$ nm$^{-1}$. With the correct mass,
\begin{equation}
\phi_{\rm fit}=\left(1+\frac{0.693}{6.480}\right)^2\mathrm{eV}
\simeq1.225\ \mathrm{eV}.
\end{equation}
The slope determines the product of mass and height. Assuming the free mass therefore multiplies this result by 0.4, giving 0.49 eV, about half the true height. The mass error outweighs the prefactor error and has the opposite sign.

The thicknesses and the height lie in the rough range of magnetic tunnel junctions with amorphous alumina barriers. With the free mass the resistances are high for memory: spin-torque cells, which mostly use MgO, need roughly $10\ \Omega\,\mu\mathrm m^2$, far below the $314\ \Omega\,\mu\mathrm m^2$ that the full integral gives at 1 nm. With a barrier mass of $0.4m$ the full sum gives only about $7.5\ \Omega\,\mu\mathrm m^2$ at 1 nm if the wave and its slope divided by the local mass are matched at the interfaces; matching the bare slope instead gives about $19\ \Omega\,\mu\mathrm m^2$. Keeping the free mass but adding the image potential of part (f) with $\epsilon_r=3$ gives about $12\ \Omega\,\mu\mathrm m^2$ when the wave equation is solved. This value depends on the interface: it becomes about 24 if the potential is cut off at the Fermi level, and about 31 or 50 if the image planes lie 0.05 or 0.1 nm inside the metal, while the fitted height stays between 0.98 and 1.00 eV. Either change alone lowers the resistance several-fold or more, so the resistance at one thickness cannot tell a light barrier mass from image lowering. A mass of $0.4m$ is a rough value for such oxides, and of the assumptions examined here the free mass moves the fitted height most. Crystalline MgO also has a band structure that the single isotropic $q(k)$ does not describe.

Other effects, changed one at a time, move the fitted height as follows.

\begin{center}
\begin{tabular}{lcc}
\hline
Change & Without (eV) & With (eV)\\
\hline
Temperature 300 K & 1.165 & 1.149\\
Roughness 0.1 nm rms, both layers & 1.165 & 1.184\\
Second layer really 2.05 nm & 1.165 & 1.281\\
Read bias 0.1 V (WKB, $R=V/I$) & 1.149 & 1.143\\
\hline
\end{tabular}
\end{center}

Heating lowers the fitted height because it raises the conductance by 10 percent at 2 nm but by 2 percent at 1 nm. The read bias gives 1 MV/cm across the thinner layer, a tenth of a rough breakdown field of 10 MV/cm. If the differential resistance $dV/dI$ is fitted instead of $V/I$, the shift is about three times as large, near $-0.018$ eV. An error of 0.05 nm in the thickness step shifts the height by 0.12 eV, nearly as much as the missing prefactor. Correcting for the factor $d$ can be relied on to improve the inferred height only if the thickness step and the barrier mass are known well enough and the barrier is nearly rectangular; otherwise the other errors may add to the missing factor or offset it. The numerical output below lists most of the computed values.

\section*{Numbers as computed}
\begin{verbatim}
Input barrier height: 1 eV
Input electrode Fermi energy: 5 eV
Input thickness d1: 1 nm
Input thickness d2: 2 nm
Decay constant kappa: 5.1232 1/nm
True slope 2*kappa: 10.246 1/nm
Prefactor slope ln(d2/d1)/(d2-d1): 0.6931 1/nm
Apparent slope: 10.939 1/nm
Matching factor T0: 2.222 (no unit)
Asymptotic RA at d1: 401.4 ohm um^2
Asymptotic RA at d2: 2.262e+07 ohm um^2
Asymptotic RA ratio: 56358 (no unit)
Fractional slope excess: 6.765 %
Fitted height, leading law: 1.1399 eV
Overestimate, leading law: 13.99 %
Overestimate, linear part: 13.53 %
Overestimate, squared part: 0.458 %
Fitted height, normal incidence only: 0.999998 eV
RA power of d, 0 transverse dimensions: 0 (no unit)
RA power of d, 1 transverse dimensions: 0.5041 (no unit)
RA power of d, 2 transverse dimensions: 1.009 (no unit)
Next-order coefficient, formula: 2.6 (no unit)
Next-order coefficient, quadrature: 2.615 (no unit)
Exact-integral RA at d1: 314.3 ohm um^2
Exact-integral RA at d2: 1.995e+07 ohm um^2
Fitted height, exact integral: 1.165 eV
Height from exact RA/d: 1.023 eV
Gaussian k-window area at d1: 16.09 1/nm^2
Gaussian k-window area at d2: 8.047 1/nm^2
Exact effective k-window area at d1: 20.56 1/nm^2
Exact effective k-window area at d2: 9.124 1/nm^2
Exact fitted height, Fermi energy 2 eV: 1.153 eV
Thermal energy at 300 K: 0.02585 eV
Thermal conductance gain at d1: 1.942 %
Thermal conductance gain at d2: 10.19 %
Exact fitted height at 300 K: 1.149 eV
WKB baseline fitted height: 1.149 eV
Read bias: 0.1 V
Read field at d1: 1 MV/cm
Rough breakdown field, input: 10 MV/cm
Voltage at that breakdown field, d1: 1 V
WKB fitted height at read bias: 1.143 eV
Image lowering at midplane, d1, eps_r=3: 0.3327 eV
Image change in RA power, eps_r=3, formula: -1.23 (no unit)
Image change in RA power, quadrature: -1.23 (no unit)
WKB fitted height with images, eps_r=3: 0.9631 eV
WKB fitted height with images, eps_r=10: 1.088 eV
Thickness roughness, rms: 0.1 nm
Exact fitted height with roughness: 1.184 eV
Thickness-step error: 0.05 nm
Exact fitted height with step error: 1.281 eV
Rough barrier mass, input: 0.4 free-electron masses
Leading fitted height, correct mass used: 1.225 eV
Leading fitted height, free mass assumed: 0.4901 eV
\end{verbatim}
